# Active dopant concentration with one reversible neutral cluster size

Suppose that donors in a semiconductor are either isolated and active, with concentration \(A\), or bound in inactive clusters of \(m\) donors each, with concentration \(X\). The chemical concentration counts both:
\[
C=A+mX .
\]
If equilibrium makes \(X\) proportional to a power of \(A\), say \(X=QA^r\) with \(r>1\), then \(Q\) must have the dimension of concentration to the power \(1-r\). The relation between \(A\) and \(C\) contains \(m\) and \(Q\) only through the product \(mQ\), which supplies a single concentration scale,
\[
A_*=(mQ)^{-1/(r-1)},
\]
and dimensional consistency requires \(A/A_*\) to be a function of \(C/A_*\) and the pure number \(r\). To find it, divide \(C=A+mQA^r\) by \(A_*\) and use \(mQA_*^{r-1}=1\). With \(\alpha=A/A_*\) and \(c=C/A_*\),
\[
c=\alpha+\alpha^r. \tag{1}
\]
When clusters hold most donors the second term dominates and \(A\propto C^{1/r}\). Dimensions do not supply \(r\). It need not equal the number of donors in the cluster, because an inactive cluster also binds electrons, and the donors themselves may have supplied those electrons.

Take shallow donors that are fully ionized when isolated, and a neutral cluster formed by
\[
m\,\mathrm D^+ + m\,e^-\rightleftharpoons \mathrm X .
\]
The reaction is in equilibrium at the anneal temperature \(T\). Other cluster sizes, precipitates and native defects are left out, as are Coulomb correlations and narrowing of the gap. Full ionization is assumed, not derived. At high doping it relies on the electrons screening the donors: an unscreened shallow level, filled according to the usual occupation formula, could keep many donors neutral even at the anneal temperature. "Active" means isolated and ionized at that temperature; the same value describes the cooled crystal if cooling is fast enough to freeze the reaction and the isolated donors remain ionized.

The equilibrium condition follows from counting configurations. Let a volume \(V\) contain \(M=N_sV\) donor sites, \(N_D=AV\) isolated ions and \(N_X=XV\) clusters. For dilute occupation the ions can be placed in \(M^{N_D}/N_D!\) ways. Their internal state is taken as nondegenerate and their energy, when separated, as zero. With Stirling's formula, \(\ln N!\simeq N\ln N-N\), their free energy is
\[
F_D=-kT\left(N_D\ln M-N_D\ln N_D+N_D\right).
\]
Differentiating with respect to \(N_D\), the terms \(+1\) and \(-1\) cancel, so
\[
\mu_D=kT\ln\frac{N_D}{M}=kT\ln\frac{A}{N_s}.
\]
A cluster has \(g\) orientations per site and an energy \(-B\) relative to \(m\) separated ions and \(m\) electrons at the band edge. Thus \(B>0\) means binding. The same counting, with \(gM\) in place of \(M\), gives
\[
\mu_X=-B+kT\ln\frac{X}{gN_s}.
\]
The electron chemical potential, measured from the conduction-band edge, is
\[
\mu_e=E_F-E_c=kT\eta .
\]

Forming one cluster removes \(m\) ions and \(m\) electrons. At the minimum of the free energy this changes nothing to first order, hence \(\mu_X=m\mu_D+m\mu_e\). Inserting the three potentials and dividing by \(kT\),
\[
\ln\frac{X}{gN_s}=\frac{B}{kT}+m\ln\frac{A}{N_s}+m\eta .
\]
Define the electron activity \(a=N_c e^\eta\), where \(N_c\) is the effective density of states of the band, spin included. Then \(e^{m\eta}=(a/N_c)^m\), and exponentiation gives
\[
X=KA^ma^m,\qquad
K=gN_s^{1-m}N_c^{-m}e^{B/kT}. \tag{2}
\]
The activity has the dimension of a concentration and equals the electron concentration \(n\) when the electrons are nondegenerate. Donor conservation becomes
\[
C=A+mKA^ma^m. \tag{3}
\]

Charge neutrality closes the problem. The clusters are neutral and drop out of it, so
\[
n-p=A,\qquad n=N_cF_{1/2}(\eta),\qquad p=\frac{n_i^2}{a}. \tag{4}
\]
The last relation holds for nondegenerate holes, whose concentration varies as \(e^{-\eta}\); \(n_i\) is the intrinsic concentration in the nondegenerate limit. For a parabolic band,
\[
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\]
The occupation factor depends on \(x-\eta\), so its derivative with respect to \(\eta\) is minus its derivative with respect to \(x\). One integration by parts, with vanishing boundary terms, gives
\[
\frac{dF_{1/2}}{d\eta}=\frac1{\sqrt\pi}\int_0^\infty\frac{x^{-1/2}dx}{1+e^{x-\eta}}\equiv F_{-1/2}(\eta).
\]
Since \(dp/d\eta=-p\), neutrality yields
\[
\frac{dA}{d\eta}=N_cF_{-1/2}+p>0. \tag{5}
\]
The activity therefore rises with \(A\), and so does the right side of (3). Each \(C\) has one active concentration, and within this model \(A\) rises with \(C\) and has no maximum.

For nondegenerate electrons, \(a=n\), and neutrality is the quadratic equation \(n^2-An-n_i^2=0\). Its positive root is
\[
n=\frac A2+\sqrt{\frac{A^2}{4}+n_i^2}. \tag{6}
\]
Two limits turn (3) into the one-scale form (1).

If \(A\ll n_i\), thermal excitation across the gap fixes the activity at \(a\simeq n_i\). Then \(r=m\) and \(Q=Kn_i^m\), with the scale
\[
A_{\rm int}=(mKn_i^m)^{-1/(m-1)}.
\]
If \(A\gg n_i\), the donors supply the electrons and \(a\simeq A\). Then \(r=2m\) and \(Q=K\), with
\[
A_{\rm ext}=(mK)^{-1/(2m-1)}.
\]
Setting \(\alpha=1\) in (1) gives \(c=2\): in either limit half the donors are active when \(C\) is twice the relevant scale.

At low doping, (1) reads \(\alpha=c-\alpha^r\), and replacing \(\alpha\) by \(c\) in the small term gives \(\alpha\simeq c-c^r\). At high doping, write instead \(\alpha^r=c-\alpha\), so that
\[
\alpha=c^{1/r}\left(1-\frac{\alpha}{c}\right)^{1/r}
\simeq c^{1/r}\left(1-\frac{c^{1/r-1}}{r}\right). \tag{7}
\]
The last step expands the bracket to first order and inserts the leading \(\alpha\simeq c^{1/r}\). To restore units, note that \(A_*c^{1/r}=A_*^{(r-1)/r}C^{1/r}\) and \(A_*^{r-1}=1/(mQ)\). The two power laws are
\[
A\simeq\left(\frac{C}{mKn_i^m}\right)^{1/m}\quad(A\ll n_i), \tag{8}
\]
\[
A\simeq\left(\frac{C}{mK}\right)^{1/(2m)}\quad(A\gg n_i,\ \text{nondegenerate}). \tag{9}
\]
Both require clusters to hold most donors. The active concentration does not saturate, although the active fraction \(A/C\) falls as \(C^{1/r-1}\).

The doubled exponent has a simple origin. In (8) a higher \(A\) makes it more likely that \(m\) ions meet. In (9) it also raises the electron activity in proportion, and the cluster needs \(m\) electrons as well. A measured exponent of \(1/4\) thus does not determine the cluster size: within these two limits it fits \(m=4\) with fixed activity and \(m=2\) with donor-supplied electrons.

Which law applies first depends on the binding. Eliminating \(K\) between the two scales gives \(A_{\rm ext}^{2m-1}=A_{\rm int}^{m-1}n_i^m\), or
\[
\frac{A_{\rm ext}}{n_i}=\left(\frac{A_{\rm int}}{n_i}\right)^{(m-1)/(2m-1)} .
\]
Both scales lie on the same side of \(n_i\), so the criterion is unambiguous. If they lie well below \(n_i\), clustering begins while the crystal is intrinsic and (8) has a window. That window closes when \(A\) approaches \(n_i\), which (8), extrapolated to the edge of its range, puts at
\[
C_\times=mKn_i^{2m}=n_i\left(\frac{n_i}{A_{\rm int}}\right)^{m-1}. \tag{10}
\]
If the scales lie well above \(n_i\), the electrons come from the donors before clustering matters, and (8) has no range of validity.

Between the limits, and for degenerate electrons, the local exponent \(s=d\ln A/d\ln C\) is the useful quantity. Let
\[
\gamma=\frac{d\ln a}{d\ln A}=A\frac{d\eta}{dA}
=\frac{A}{N_cF_{-1/2}(\eta)+p}, \tag{11}
\]
where (5) was used. Since \(X\propto A^ma^m\), \(d\ln X/d\ln A=m(1+\gamma)\). Differentiating \(C=A+mX\) gives
\[
\frac{dC}{d\ln A}=A+m^2(1+\gamma)X,
\]
and therefore
\[
s=\frac{C}{A+m^2(1+\gamma)X}
\;\longrightarrow\;\frac{1}{m(1+\gamma)}
\quad(mX\gg A). \tag{12}
\]
For nondegenerate electrons \(N_cF_{-1/2}=n\), and (6) gives \(n+p=\sqrt{A^2+4n_i^2}\), so
\[
\gamma=\frac{A}{\sqrt{A^2+4n_i^2}} .
\]
This runs from 0 to 1 as \(A\) passes through \(n_i\), and takes the exponent from \(1/m\) to \(1/(2m)\).

Degeneracy carries \(\gamma\) beyond 1. Without holes, \(\gamma=F_{1/2}/F_{-1/2}\). Expanding the occupation factor in powers of \(e^{\eta}\) gives
\[
F_{1/2}\simeq e^\eta-\frac{e^{2\eta}}{2\sqrt2},\qquad
F_{-1/2}\simeq e^\eta-\frac{e^{2\eta}}{\sqrt2},
\]
and hence \(\gamma\simeq1+e^\eta/(2\sqrt2)\). In the opposite limit, \(\eta\gg1\), the occupation is nearly a step, and the integrals become \(F_{1/2}\simeq4\eta^{3/2}/(3\sqrt\pi)\) and \(F_{-1/2}\simeq2\eta^{1/2}/\sqrt\pi\). Their ratio is \(\gamma\simeq2\eta/3\); at \(\eta=30\) the integrals give 20.04, against 20 from this formula. There is then no fixed power: the exponent in (12) keeps falling as the Fermi level climbs into the band, because each further electron costs more energy to add and is more readily given up to a cluster.

For a numerical case take round model parameters: \(m=4\), \(g=1\), \(T=1300\ \mathrm K\), \(N_s=5\times10^{22}\), \(N_c=2\times10^{20}\) and \(n_i=10^{19}\ \mathrm{cm^{-3}}\). Then \(kT=0.1120\) eV. With \(B=2.2\) eV, \(B/kT=19.64\), and (2) gives
\[
K=(5\times10^{22})^{-3}(2\times10^{20})^{-4}e^{19.64}
=1.69\times10^{-141}\ \mathrm{cm^{21}} .
\]
The scale is
\[
A_{\rm ext}=(4K)^{-1/7}=1.06\times10^{20}\ \mathrm{cm^{-3}},
\]
about ten times \(n_i\), so the donors supply most of the electrons where clustering sets in. The simple law, (1) with \(r=8\), puts half activation at \(C=2.12\times10^{20}\ \mathrm{cm^{-3}}\). The table compares this law with the full solution of (3) and (4); concentrations are in units of \(10^{19}\ \mathrm{cm^{-3}}\).

| \(C\) | \(A\), simple | \(A\), full | full \(A/C\) |
|---|---|---|---|
| 1 | 1.00 | 1.00 | 1.00 |
| 3 | 3.00 | 3.00 | 1.00 |
| 10 | 8.37 | 7.96 | 0.80 |
| 30 | 11.35 | 10.38 | 0.35 |
| 100 | 13.75 | 12.33 | 0.12 |

Raising \(C\) tenfold from \(10^{20}\) to \(10^{21}\ \mathrm{cm^{-3}}\) raises the active concentration by a factor of only 1.55. Over a narrow range of doping such a curve could be taken for a solubility limit, but the model contains none.

At \(C=10^{21}\ \mathrm{cm^{-3}}\) the leading law (9) gives \(1.400\times10^{20}\ \mathrm{cm^{-3}}\). By (7) its relative correction is \(-A/(2mC)=-0.140/8=-1.8\%\), which brings it close to the \(1.375\times10^{20}\) of the simple law. The full result is lower for two reasons, which can be separated by solving once with degenerate electrons but no holes. Degeneracy lowers \(A\) by 10% of the simple value, to \(1.236\times10^{20}\), because \(F_{1/2}(\eta)<e^\eta\) makes the activity exceed \(n\) and so favours clusters. Holes lower it by a further 0.3%, to \(1.233\times10^{20}\): at given \(A\), neutrality requires \(n=A+p\), and the extra electrons raise the activity.

The local exponent there follows from (12). With \(X=(C-A)/4=2.19\times10^{20}\ \mathrm{cm^{-3}}\) and \(\gamma=1.201\),
\[
s=\frac{10^{21}}{1.23\times10^{20}+16(2.201)(2.19\times10^{20})}=0.128 .
\]
This is close to \(1/8\), but not because the asymptotic law (9) has been reached. The isolated donors still present raise the exponent: the simple law, whose limit is 0.125, has 0.142 at this doping. Degeneracy lowers it, and with \(\gamma\) held at its present value a fully clustered crystal would have \(1/[4(2.201)]=0.114\). The two departures nearly cancel. Finite differences of the full numerical solution agree with (12) within the tolerance of the test, \(10^{-5}\).

The other regime needs stronger binding. With \(B=5.5\) eV and all else unchanged, \(K=1.05\times10^{-128}\ \mathrm{cm^{21}}\) and
\[
A_{\rm int}=(4Kn_i^4)^{-1/3}=1.34\times10^{17}\ \mathrm{cm^{-3}},
\]
far below \(n_i\). The limiting law, (1) with \(r=4\), now puts half activation at \(C=2.67\times10^{17}\ \mathrm{cm^{-3}}\). At \(C=10^{19}\ \mathrm{cm^{-3}}\), law (8) gives \(A=3.93\times10^{17}\) and the full solution \(3.78\times10^{17}\ \mathrm{cm^{-3}}\), so 3.8% of the donors are active. At \(C=10^{20}\ \mathrm{cm^{-3}}\) the two values are \(6.99\times10^{17}\) and \(6.68\times10^{17}\), and the active share is 0.67%.

The 3.7% difference at \(C=10^{19}\ \mathrm{cm^{-3}}\), relative to (8), can be traced. Equation (3) can be written as \(A=[(C-A)/(mK)]^{1/m}/a\). Using \(C-A\) instead of \(C\) lowers \(A\) by \(A/(mC)=0.9\%\). The activity also lies slightly above \(n_i\). Put \(a=n_i(1+\delta)\) and \(n\simeq a-a^2/(2\sqrt2N_c)\) into neutrality. To first order in the small quantities,
\[
2n_i\delta-\frac{n_i^2}{2\sqrt2N_c}=A,\qquad
\delta=\frac{A}{2n_i}+\frac{n_i}{4\sqrt2N_c}.
\]
The terms are 1.9% and 0.9%, and together with the first effect they account for the difference.

The exponents at \(C=10^{19}\), \(3\times10^{19}\) and \(10^{20}\ \mathrm{cm^{-3}}\) are 0.2525, 0.2469 and 0.2430. They pass through \(1/4\) instead of settling there. By (12), isolated donors raise the exponent and a positive \(\gamma\) lowers it. The first effect prevails at the lowest of these dopings. As the share of isolated donors shrinks, the second takes over and puts the later values below \(1/4\); the growth of \(\gamma\) from 0.019 to 0.034 adds to the fall. The drift towards \(1/8\) would take far more doping: (10) gives \(C_\times=10^{19}(74.9)^3\simeq4\times10^{24}\ \mathrm{cm^{-3}}\), more than the concentration of donor sites. For these parameters the dilute model fails long before (8) could give way to (9).

The mass-action law can also be obtained by summing over every possible number of clusters in a finite volume. The sum uses the same ideal counting as the derivation, so it checks Stirling's formula, the use of the most probable state and the algebra, not the physical assumptions. When the donors supply the electrons and holes are neglected, the statistical weight of a state with \(N_D\) isolated ions and \(N_X\) clusters is
\[
W=\frac{(N_sV)^{N_D}}{N_D!}\,\frac{(N_cV)^{N_D}}{N_D!}\,
\frac{(gN_sV)^{N_X}}{N_X!}\,e^{N_XB/kT}.
\]
The factor \(N_D!\) appears twice, once for the ions and once for their electrons. Forming a cluster therefore changes the weight by a factor containing \(N_D^{2m}\), which is the origin of \(r=2m\) in this language. For the weak binding at \(C=10^{21}\ \mathrm{cm^{-3}}\) the sum gives \(A=1.375\times10^{20}\ \mathrm{cm^{-3}}\), as does (1). With a reservoir that fixes the activity at \(n_i\), the second factor is replaced by \((n_i/N_c)^{mN_X}\). For the strong binding at \(C=10^{19}\ \mathrm{cm^{-3}}\), sum and law then both give \(3.89\times10^{17}\ \mathrm{cm^{-3}}\). The numerical output lists these comparisons.

Dilution can be examined in a one-dimensional stand-in, where ions occupy one site and clusters are rods covering \(m\) sites. With \(E\) empty sites the number of arrangements is \((E+N_D+N_X)!/(E!\,N_D!\,N_X!)\). Clustering leaves \(E\) unchanged, and the number of objects is \(M-(m-1)N_X\). Changing \(N_X\) by one and \(N_D\) by \(-m\) removes \(m-1\) objects, so at given \(N_D\) the equilibrium \(X\) is multiplied by
\[
\left[1-\frac{(m-1)N_X}{M}\right]^{-(m-1)}>1 .
\]
Blocking thus favours clusters in this count. With fixed activity and about 17% of the donors isolated, it lowers \(A\) by 0.9% when donors use 2% of the sites, the occupation at \(C=10^{21}\ \mathrm{cm^{-3}}\), and by 0.09% at 0.2%. On a real lattice the coefficient depends on the shape of the cluster, which is not estimated here. The neglected Coulomb interactions matter far more than blocking. The screening invoked for full ionization also lowers the energy of each separated charge. With a dielectric constant of 11.7 and only the carriers screening, the Debye length at \(C=10^{21}\ \mathrm{cm^{-3}}\) in the weak-binding case is about 0.8 nm, and the Debye–Hückel lowering is about \(0.65\,kT\) per charge, some \(5\,kT\) for the eight charges that form a cluster. Put into \(K\) self-consistently, this roughly doubles \(A\) and, because the shift grows with density, raises the local exponent from 0.128 to about 0.17. The estimate is crude at such strong coupling, but it shows that the corrections of 10%, 0.3% and 0.9% found above describe the ideal model and not a real heavily doped crystal.

Other failures change the form of the law. If clusters keep a charge, they enter neutrality, \(A\) is no longer \(n-p\), and the powers in (2) and (9) change. If several sizes compete, no single \(r\) need describe the curve. If a precipitate of fixed composition coexists with the crystal, it fixes the chemical potential of a neutral donor, \(\mu_D+\mu_e\), and hence the product \(Aa\). As \(a\) rises with \(A\), this fixes \(A\) itself, and added donors go into the precipitate. That is true saturation, in contrast to the slow growth of (8) and (9). If the reaction does not freeze on cooling, \(K\), \(n_i\) and \(N_c\) belong to a lower temperature than that of the anneal. For acceptors the derivation holds with electrons and holes exchanged.

## Computed results

```
cluster size m = 4, orientations g = 1
temperature = 1300 K, kT = 0.11203 eV
Ns = 5.00e+22 cm^-3, Nc = 2.00e+20 cm^-3, ni = 1.00e+19 cm^-3
weak binding B = 2.2 eV, K = 1.690e-141 cm^21
strong binding B = 5.5 eV, K = 1.050e-128 cm^21
weak: scale A*_ext = 1.0576e+20 cm^-3, half active at C = 2.1151e+20
strong: scale A*_int = 1.3354e+17 cm^-3, half active at C = 2.6708e+17
WEAK BINDING, concentrations in cm^-3
C | A simple law | A degenerate, no holes | A full | A full / C
1.0e+19 | 1.0000e+19 | 1.0000e+19 | 1.0000e+19 | 1.0000
3.0e+19 | 2.9996e+19 | 2.9995e+19 | 2.9992e+19 | 0.9997
1.0e+20 | 8.3707e+19 | 8.0031e+19 | 7.9641e+19 | 0.7964
3.0e+20 | 1.1353e+20 | 1.0423e+20 | 1.0383e+20 | 0.3461
1.0e+21 | 1.3748e+20 | 1.2361e+20 | 1.2326e+20 | 0.1233
weak binding: C (cm^-3) | slope simple | slope full | gamma | eta
1.0e+20 | 0.4672 | 0.3978 | 1.1091 | -0.7655
3.0e+20 | 0.1869 | 0.1666 | 1.1629 | -0.4643
1.0e+21 | 0.1421 | 0.1275 | 1.2013 | -0.2616
weak, last C: cluster-dominated slope 1/[m(1+gamma)] = 0.1136
weak, last C: leading power law A = 1.4004e+20 cm^-3
STRONG BINDING, concentrations in cm^-3
C | A leading 1/m law | A full | A full / C | slope full | gamma
1.0e+19 | 3.9283e+17 | 3.7832e+17 | 0.03783 | 0.2525 | 0.0193
3.0e+19 | 5.1700e+17 | 4.9759e+17 | 0.01659 | 0.2469 | 0.0253
1.0e+20 | 6.9857e+17 | 6.6820e+17 | 0.00668 | 0.2430 | 0.0340
CHECKS
asymptotic slope, fixed activity = 0.25000
asymptotic slope, donor electrons = 0.12500
canonical sum, donor electrons: A = 1.3747e+20 cm^-3
mass-action law, same case:     A = 1.3748e+20 cm^-3
canonical sum, fixed activity:  A = 3.8896e+17 cm^-3
mass-action law, same case:     A = 3.8896e+17 cm^-3
rod count, 2 % of sites used: change of A = -0.891 %
rod count, 0.2 % of sites used: change of A = -0.088 %
gamma at eta = 30: 20.037, 2*eta/3 = 20.000
```
